\section*{Diagonal Roughness Element of a Film with Finite Step Barriers, part 2}

We seek the matrix element by which roughness of one wall scatters an electron within a subband of a thin metal film. Energies are in eV and lengths in nm. The electron, of mass $m$, is free along the film. Across it,
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+V(z),\qquad
V(z)=\begin{cases}0,&0<z<d,\\ V_0,&z<0\ \text{or}\ z>d.\end{cases}
\end{equation}
The bound states $\psi_n(z)$ are real and normalized. Their energies $E_n<V_0$ are measured from the well bottom and contain no in-plane kinetic energy. We write
\begin{equation}
k_n=\frac{\sqrt{2mE_n}}{\hbar},\quad
\kappa_n=\frac{\sqrt{2m(V_0-E_n)}}{\hbar},
\end{equation}
and $v_n=\hbar k_n/m$. Inside the film $\psi_n=A\sin(k_nz+\alpha_n)$, with $\tan\alpha_n=k_n/\kappa_n$, $0<\alpha_n<\pi/2$ and $A^2=2/(d+2/\kappa_n)$. At a distance $s$ outside either wall the density has fallen by $e^{-2\kappa_n s}$.

The left wall stays at $z=0$ while the right wall moves from $d$ to $d+h$, with positive $h$ outward. To first order the diagonal element is $-F_nh$, where
\begin{equation}
\boxed{F_n=V_0\,\psi_n(d)^2=\frac{2E_n}{d+2/\kappa_n}} .
\end{equation}
The probability of finding the electron outside is $F_n/(V_0\kappa_n)$. For hard walls, $V_0\to\infty$ at fixed $n$,
\begin{equation}
F_n\to\frac{2E_n}{d}=\frac{\pi^2\hbar^2n^2}{md^3}.
\end{equation}
For unequal left and right steps $V_L$ and $V_R$, with decay constants $\kappa_L$ and $\kappa_R$,
\begin{equation}
V_R\psi_n(d)^2=V_L\psi_n(0)^2
=\frac{2E_n}{d+1/\kappa_L+1/\kappa_R}.
\end{equation}

The example has $d=4$~nm, $V_0=16$~eV and a Fermi energy of 12~eV, with 23 occupied subbands. The formula for $F_n$ was checked by diagonalizing $H$ in 400 sine functions of a hard box 6~nm wide, using both the wall density and the energy difference for wall displacements of $\pm0.01$~nm. A separate test for $n=23$ raised the left step to 40~eV.

\section{From a displaced wall to a rough film}

\textbf{Q.} Before we go on, remind me what has been established.

\textbf{A.} The film has width $d$, equal steps $V_0$ and one mass $m$. Subband $n$ has transverse energy $E_n$, wavenumber $k_n$ inside and decay constant $\kappa_n$ outside. With $D_n=d+2/\kappa_n$, we found
\begin{equation}
\frac{dE_n}{dd}=-F_n,\qquad
F_n=V_0\psi_n(d)^2=\frac{2E_n}{D_n},\qquad
\frac{dk_n}{dd}=-\frac{k_n}{D_n}.
\end{equation}
The matching condition is $k_nd+2\alpha_n=n\pi$ with $\tan\alpha_n=k_n/\kappa_n$ and $d\alpha_n/dk_n=1/\kappa_n$.

\textbf{Q.} A uniformly displaced wall scatters nothing. How does $F_n$ enter a scattering element?

\textbf{A.} Let the wall lie at $d+h(\mathbf r)$, where $\mathbf r$ is the position in the plane. The in-plane states are plane waves normalized on an area $S$. For a transition from $\mathbf k$ to $\mathbf k+\mathbf q$ within subband $n$,
\begin{align}
M_{nn}(\mathbf q)
&=-\frac{V_0}{S}\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}
\int_d^{d+h(\mathbf r)}\psi_n^2\,dz\notag\\
&\simeq-F_n\,h_{\mathbf q},\qquad
h_{\mathbf q}=\frac1S\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}h(\mathbf r).
\end{align}
The second line keeps the term linear in $h$. The word ``diagonal'' refers to the subband; the in-plane momentum may change. If $d$ is the mean width, then $h_{\mathbf q=0}=0$ and there is no first-order shift from this linear term.

For a test I used $h=h_0\cos(qx)$ with $h_0=0.001$~nm, for which $h_q=h_0/2$. Integrating the full potential change for $n=23$ reproduced $-F_nh_0/2$ to within one part in a thousand.

\textbf{Q.} That amplitude is far below an atomic layer. What does the formula give for an actual metal?

\textbf{A.} Take rough values typical of aluminium: a Fermi energy of 12~eV and a work function of 4~eV, which together give $V_0=16$~eV. With $d=4$~nm and $\hbar^2/(2m)=0.0381$~eV\,nm$^2$, the highest occupied subband is $n=23$, at $E_{23}=11.735$~eV. Then
\begin{align}
k_{23}&=\sqrt{11.735/0.0381}=17.55\ \text{nm}^{-1},\\
\kappa_{23}&=\sqrt{(16-11.735)/0.0381}=10.58\ \text{nm}^{-1},\\
D_{23}&=4+2/10.58=4.189\ \text{nm},\\
F_{23}&=\frac{2\times11.735}{4.189}=5.60\ \text{eV/nm}.
\end{align}
The probability outside is $5.60/(16\times10.58)=3.3\%$. For $n=1$, 8 and 16 the wall forces are 0.011, 0.70 and 2.77~eV/nm. Among the occupied subbands, electrons in the higher ones strike the wall more steeply and couple to its displacement more strongly.

\textbf{Q.} With 3.3\% outside, why not use hard walls?

\textbf{A.} The error in $F_n$ is larger than that percentage suggests. Keeping the energy at 11.735~eV but replacing $D_{23}$ by $d$ gives 5.87~eV/nm, which is 4.7\% too high. A real hard-wall calculation at the same $n$ also raises the energy, to 12.43~eV, and gives 6.22~eV/nm, which is 11\% too high. At a Fermi energy of 12~eV that subband would even be empty, so what follows compares only the matrix elements. In lowest-order perturbation theory the rate contains the squared element. At equal in-plane momenta and equal roughness spectrum, the hard wall overestimates it by $(6.22/5.60)^2-1\simeq23\%$.

\textbf{Q.} Now put in one atomic layer, about 0.2~nm. Here $\kappa_nh$ is not small. Has your linear formula failed?

\textbf{A.} We have to separate two quantities. The first is the first-order element of the full potential change. For an outward displacement the strip lies in the tail, so
\begin{equation}
V_0\int_d^{d+h}\psi_n(d)^2e^{-2\kappa_n(z-d)}\,dz
=F_n\,\frac{1-e^{-2\kappa_nh}}{2\kappa_n}.
\end{equation}
It is linear in $h$ for $\kappa_nh\ll1$. Here $\kappa_{23}h=2.12$, and the magnitude per unit displacement is 1.30~eV/nm instead of 5.60~eV/nm. For an inward displacement of the same size it is 4.11~eV/nm. As an approximation to this element, the linear formula fails.

The second quantity is the change of the energy level when the whole wall moves by $h$. Solving the matching condition at the new width gives a fall of 5.24~eV/nm for outward motion and a rise of 6.01~eV/nm for inward motion. Both are within 8\% of $F_{23}$.

\textbf{Q.} Why should the level shift be so much better behaved?

\textbf{A.} Its next term is governed by the width of the film. Differentiate $F_n=2E_n/D_n$. Since $d\kappa_n/dd=-(k_n/\kappa_n)\,dk_n/dd=k_n^2/(\kappa_nD_n)$,
\begin{equation}
\frac{dD_n}{dd}=1-\frac{2}{\kappa_n^2}\frac{d\kappa_n}{dd}
=1-\frac{2k_n^2}{\kappa_n^3D_n}.
\end{equation}
Therefore
\begin{align}
\frac{dF_n}{dd}
&=\frac{2}{D_n}\frac{dE_n}{dd}-\frac{2E_n}{D_n^2}\frac{dD_n}{dd}\notag\\
&=-\frac{F_n}{D_n}\,c_n,\qquad
c_n=3-\frac{2k_n^2}{\kappa_n^3D_n}.
\end{align}
Integrating the force over the displacement gives
\begin{equation}
E_n(d+h)-E_n(d)=-F_nh\left(1-\frac{c_nh}{2D_n}\right)+O(h^3).
\end{equation}
For $n=23$, $c_n=2.88$ and $c_nh/(2D_n)=0.069$. The predicted slopes are 5.22 and 5.99~eV/nm, close to the values just quoted. Away from the top of the well, the condition is $h\ll D_n$.

\textbf{Q.} Yet both quantities describe the same displaced wall. Where does the large term in $\kappa_nh$ go?

\textbf{A.} It is cancelled by the response of the wavefunction. To second order in $h$, the first-order element is $-F_nh+F_n\kappa_nh^2$. The true shift is $-F_nh+F_nc_nh^2/(2D_n)$. Second-order perturbation theory must supply the difference,
\begin{equation}
F_nh^2\left(\frac{c_n}{2D_n}-\kappa_n\right),
\end{equation}
which removes the term in $\kappa_n$. Keeping all powers of $h$ in the first-order element, while omitting the second-order energy, is therefore not a consistent improvement.

\textbf{Q.} Then I may use $-F_nh(\mathbf r)$ as a local potential for any roughness of one atomic layer?

\textbf{A.} No. That step needs the electron to remain in its local subband as it travels along the film. The displacement also couples different subbands. Since $V_0\psi_n(d)^2=F_n$, the linear off-diagonal element has magnitude $\sqrt{F_nF_m}\,|h|$.

The spacing follows from treating $n$ as continuous in the matching condition. At fixed $d$ this gives $D_n\,dk_n/dn=\pi$, and hence
\begin{equation}
\Delta E_n\simeq\frac{dE_n}{dn}
=\frac{2E_n}{k_n}\frac{\pi}{D_n}=\frac{\pi F_n}{k_n},
\qquad
\frac{F_n|h|}{\Delta E_n}\simeq\frac{k_n|h|}{\pi}.
\end{equation}
For $n=23$ and $h=0.2$~nm, $F_nh=1.12$~eV while the spacing to the next subband is 1.02~eV. At an abrupt step of this height, neighbouring subbands are strongly coupled and a single diagonal element is not enough.

The top subband has a further limit. At the Fermi energy its in-plane energy is only $12-11.735=0.265$~eV, so an inward displacement of about $0.265/5.60\simeq0.05$~nm over a wide region already lifts its bottom above the Fermi energy. For one atomic layer, lowest-order perturbation theory therefore fails in this subband even if the roughness is gradual.

\textbf{Q.} How gradual must the roughness be for the local picture to hold?

\textbf{A.} Write the state as $c(\mathbf r)\,\psi_n(z;d+h(\mathbf r))$. The in-plane kinetic energy then produces a term $-(\hbar^2/m)(\nabla h\cdot\nabla c)\,\partial\psi_n/\partial d$, besides terms of second order in derivatives of $h$. Differentiating $H|n\rangle=E_n|n\rangle$ and projecting on another state $m$ gives
\begin{equation}
\left|\Big\langle m\Big|\frac{\partial n}{\partial d}\Big\rangle\right|
=\frac{\sqrt{F_nF_m}}{|E_n-E_m|}\simeq\frac{k_n}{\pi}
\end{equation}
for neighbours with $n\gg1$. With in-plane speed $v_\parallel$, the coupling is at most about $\hbar v_\parallel|\nabla h|k_n/\pi$. The local picture is safe when this is small compared with $\Delta E_n\simeq\pi\hbar v_n/D_n$, that is when
\begin{equation}
|\nabla h|\ll\frac{\pi^2}{k_nD_n}\,\frac{v_n}{v_\parallel}.
\end{equation}
At the Fermi energy and the mean width, $v_n/v_\parallel=\sqrt{E_n/(12\ \text{eV}-E_n)}$. The right side is about 0.9 for $n=23$ and 0.14 for $n=8$. For $n=8$, a height change of 0.2~nm must therefore extend over much more than 1.4~nm, and a ramp reduces the mixing appreciably only when it is also longer than $\hbar v_\parallel/\Delta E_n\simeq3$~nm. For a linear outward ramp of this height, the probability of leaving subband 8 is about 38\% at an abrupt step, 21\% over 7~nm, 7\% over 14~nm and 1\% over 30~nm. The slope condition is not necessary when $k_n|h|/\pi\ll1$: for $n=1$ even the abrupt step removes less than 1\%. This is an estimate of the leading coupling, and it also assumes that the curvature of the profile is small. For $n=23$ the in-plane speed changes strongly with $h$, so the value 0.9 holds only close to the mean width.

\textbf{Q.} Your walls are ideal steps. How much does $F_{23}$ move when that is relaxed?

\textbf{A.} I changed one feature at a time, keeping $n=23$ and all other parameters fixed. The Fermi energy was not readjusted.

Replacing each step by a Fermi function with width parameter 0.05~nm lowers $F_{23}$ by 5.3\%; with 0.1~nm the drop is 14\%, so this correction depends strongly on the assumed barrier shape. Making the mass inside the film 10\% larger than outside lowers it by 8.1\%. In that case the derivation itself changes, since moving the wall also moves the boundary between two kinetic-energy operators. Replacing one 16~eV step by a 15~eV step, as a rough model of oxide on one face, lowers $F_{23}$ by 0.5\%.

Temperature and field matter less here. In this model temperature changes the occupation of the subbands and not $F_n$ itself. As a measure of sensitivity, raising the transverse energy by $k_BT=0.034$~eV, the value at 400~K, raises the force by 0.3\%. Thermal expansion lies outside the model: widening the film by the linear expansion of aluminium over 100~K, about 0.2\%, lowers $F_{23}$ by 0.6\%. An outside field of 1~MV/cm drops about 0.01~eV over one decay length, compared with the 4.27~eV between the level and the barrier top.

\textbf{Q.} Aluminium is also a crystal. Surely the periodic potential matters.

\textbf{A.} For some subbands it matters a great deal. I added a lattice potential with Fourier component 0.25~eV and 17 layers across the film, placed so that it has a minimum at each wall. The lattice stays fixed while the wall moves. The top subband changes by 0.8\%, but $F_{17}$ rises by 51\%, the largest change among the occupied subbands. The result depends on this placement: with a maximum at each wall, $F_{17}$ falls by 33\% instead. It also depends on holding the lattice fixed: if the lattice stretches with the film, $F_{17}$ changes by only about 1\%. A stronger lattice potential can affect the top subband too. With a component of 0.76~eV and 20 layers, $F_{23}$ falls by 11\% for minima at the walls and by 6\% for maxima.

The lattice wavenumber is $G=2\pi\times17/d$, so Bragg reflection is centred at $k=G/2=17\pi/d$. The matching condition gives $k_n=(n\pi-2\alpha_n)/d$ with $0<2\alpha_n<\pi$, which places $k_{17}$ just below this value and $k_{18}$ just above it. Bragg mixing should therefore affect these two subbands most. The largest change does follow the gap: with 15, 16 or 18 layers in the same width it moves to $n=16$, 17 or 18, in each case a subband next to the new gap. The free-electron value should not be used for a subband near such a gap.

\textbf{Q.} How close is all this to an interconnect?

\textbf{A.} The Fermi energy and work function are in the range of aluminium. The width of 4~nm is much smaller than that of usual aluminium lines and was chosen so that the upper subbands are well separated. The lowest spacings, 0.07 to 0.16~eV, are comparable to the collision broadening $\hbar/\tau\simeq0.1$~eV of bulk aluminium near room temperature. The roughness of about one atomic layer describes a smooth surface, and a deposited film may be rougher. Real lines are bounded by oxides or liners instead of vacuum, and their barriers are not ideal steps. Within the model, lowering the step on one face to 15~eV moved $F_{23}$ by 0.5\%, and softening both walls moved it by 5.3\%. A metallic liner can lie outside the model altogether: if its step is lower than $E_n$, the electron is not bound in the film and the formula for $F_n$ does not apply.

The well width also differs from the thickness of positive background that would neutralize the occupied subbands, which is 3.98~nm here. A self-consistent calculation would determine the well width and the barrier shape together. Screening of the roughness potential, grain boundaries and phonons also affect the resistance of a real line, and $F_n$ contains none of them. The value 5.6~eV/nm is thus the wall force of a free-electron model, not a measured property of aluminium. The numerical output lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/(2m) = 0.038100 eV nm^2
Film width d = 4.00 nm; step V0 = 16.00 eV
Fermi energy = 12.00 eV; work function = 4.00 eV
Bound subbands = 27; occupied subbands = 23
n, E_n (eV), kappa_n (1/nm), then F_n (eV/nm) by three roads:
closed formula, wall density, energy difference
 1   0.02240  20.4783   0.01093   0.01093   0.01093
 8   1.43226  19.5540   0.69828   0.69827   0.69829
16   5.71374  16.4311   2.77250   2.77249   2.77255
23  11.73487  10.5805   5.60267   5.60275   5.60278
Largest relative error, wall density: 1.4e-05
Largest relative error, energy difference: 2.3e-05
Top subband: k = 17.5500 1/nm
Top subband: 2/kappa = 0.1890 nm
Top subband: d+2/kappa = 4.1890 nm
Top subband: inside amplitude squared = 0.47743 1/nm
Top subband: wall density = 0.35017 1/nm
Top subband: probability outside = 3.310 %
2E/d at the same energy = 5.8674 eV/nm
Hard-wall force at the same n = 6.2162 eV/nm
Unequal-step test: left step = 40.0 eV
  wall density, right and left: 5.7504, 5.7503 eV/nm
  two-decay-length formula: 5.7503 eV/nm
  equal-step formula misapplied: 5.6688 eV/nm
Wall displacement h = 0.20 nm; kappa*h = 2.116
Linear energy F*h = 1.1205 eV
Spacing to next subband = 1.0212 eV
Level shift/h, outward and inward: 5.2377, 6.0072 eV/nm
First-order element/h, outward and inward: 1.3048, 4.1147 eV/nm
Neglected effects, change of top-subband F:
  soft wall, width parameter 0.05 nm: -5.26 %
  in-film mass ratio 1.10: -8.08 %
  one face with step 15.0 eV: -0.46 %
  lattice component 0.25 eV, 17 layers: +0.78 %
  largest lattice change, any occupied n: +51.0 % at n = 17
  energy raised by kT: +0.28 %
kT at 400 K = 0.0345 eV
Outside field 1.0 MV/cm: drop over 1/kappa = 0.0095 eV
Neutral ion-background thickness = 3.9754 nm
\end{verbatim}
